# Idempotency and Purification of the Pseudo Density Operator with an Overlap, part 2

In PAW and ultrasoft methods the pseudo orbitals are orthonormal only with respect to a positive definite overlap $S$. A Hermitian pseudo density operator is $K=\sum_i x_i|\tilde\psi_i\rangle\langle\tilde\psi_i|$, with $\langle\tilde\psi_i|S|\tilde\psi_j\rangle=\delta_{ij}$ and occupations $x_i$ per spin orbital. Idempotency means $KSK=K$, and the electron number is $N=\operatorname{Tr}(KS)$. The defect is $K-KSK$, with occupations $x(1-x)$.

The purification step and its action on each occupation are

$$K'=3KSK-2KSKSK,\qquad p(x)=3x^2-2x^3 .$$

With $s=2x-1$ this reads

$$s'=\frac{s(3-s^2)}{2}.$$

Occupations below one half go to 0 and those above go to 1 if

$$\frac{1-\sqrt3}{2}<x<\frac{1+\sqrt3}{2},\qquad x\ne\frac12 .$$

The limit is then the spectral projector $P$ of $K$, which keeps the orbitals with $x_i>1/2$ and obeys $PSP=P$. Operators are measured by $\|A\|_S=\|S^{1/2}AS^{1/2}\|$, the largest absolute eigenvalue for Hermitian $A$. For occupations in $[0,1]$ the error $e=\|K-P\|_S$ obeys

$$e'=e^2(3-2e),\qquad 3e_n\le(3e_0)^{2^n},$$

a useful bound when $e_0<1/3$. For an occupation outside $[0,1]$, the distance from its target obeys $e'=e^2(3+2e)$.

The numerical model has three spinless, non-interacting electrons in the well $-6/\cosh^2 x$, in hartree with $x$ in bohr, on 47 grid points with spacing 0.25 bohr and a three-point kinetic energy. All-electron orbitals are $|\psi_i\rangle=T|\tilde\psi_i\rangle$, with

$$T=1+\sum_i\big(|\phi_i\rangle-|\tilde\phi_i\rangle\big)\langle p_i| .$$

Here $\phi_i$ are the two lowest eigenstates, $\tilde\phi_i$ their versions smoothed within 1 bohr of the centre, and $p_i$ projectors confined to that region. The numerical results use $S=T^\dagger T$. The one exception is the output line on the truncated overlap, which gives the norm of $\rho^2-\rho$ for $\rho=TKT^\dagger$ when the orbitals are instead orthonormal with respect to

$$S_{\rm tr}=1+\sum_{ij}|p_i\rangle\big(\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle\big)\langle p_j| .$$

**Q.** Is there a criterion that does not require the occupations?

**A.** Yes, if $K$ is known to be near an $S$-idempotent operator $P_0$. The ordered eigenvalues of two Hermitian matrices differ by at most the norm of the difference of the matrices. Applied to $S^{1/2}KS^{1/2}$ and $S^{1/2}P_0S^{1/2}$, this puts every occupation within $\|K-P_0\|_S$ of 0 or 1. It is therefore sufficient that

$$\|K-P_0\|_S<\frac{\sqrt3-1}{2}\approx0.366 .$$

The number of occupations above one half then equals that of $P_0$, so the electron number of the limit is the one intended.

**Q.** What happens outside the interval? Does the iteration blow up at once?

**A.** Not at once. At $|s|=\sqrt3$ the next value is $s'=0$, and the occupation stays at one half. Beyond it the sign flips, with magnitude

$$|s'|=h(|s|),\qquad h(a)=\frac{a^3-3a}{2}.$$

For $a>1$ the function $h$ increases, because $h'(a)=3(a^2-1)/2>0$. Furthermore

$$h(\sqrt3)=0,\qquad h(\sqrt5)=\sqrt5,\qquad h(a)-a=\frac{a(a^2-5)}{2}.$$

So magnitudes between $\sqrt3$ and $\sqrt5$ shrink. Define boundaries by $a_0=0$ and $h(a_k)=a_{k-1}$ with $\sqrt3\le a_k<\sqrt5$. The first is $a_1=\sqrt3$. They increase, since $a_{k-1}=h(a_k)<a_k$. Being bounded, they converge, and their limit must satisfy $h(a)=a$ with $a>0$, which gives $\sqrt5$.

A magnitude in $(a_k,a_{k+1})$ moves to $(a_{k-1},a_k)$ with a sign flip. After $k$ steps it is in $(0,\sqrt3)$, having flipped $k$ times. The final sign is $(-1)^k$ times the initial one. In exact arithmetic the boundary points themselves end at $x=1/2$.

At $|s|=\sqrt5$ the map gives $s'=-s$, so $x$ alternates between $-0.618$ and $1.618$. For $|s|>\sqrt5$ the factor $h(a)/a=(a^2-3)/2$ exceeds 1 and grows with $a$, so the iteration diverges.

**Q.** Then some starting values outside your interval still round correctly.

**A.** They do, for even $k$. The interval is the largest connected one around the physical range with correct rounding, apart from the point $1/2$; the full set of correctly rounded values has further pieces.

On the upper side the first three boundaries, found by bisection on the iterated map, are $x=1.3660$, $1.5739$ and $1.6106$. They agree with $(1+a_k)/2$ from the recursion. The operator iteration was also started with eight prescribed occupations in the model:

| Start | Final | Start | Final |
|---:|---:|---:|---:|
| −0.37 | 1 | 1.20 | 1 |
| −0.36 | 0 | 1.36 | 1 |
| 0.49 | 0 | 1.37 | 0 |
| 0.51 | 1 | 1.60 | 1 |

The first entry can be followed by hand: $p(-0.37)=3(0.1369)+2(0.050653)=0.512$, which is above one half. For $-0.36$ the result is $3(0.1296)+2(0.046656)=0.482$, which is below.

The value 1.60 lies between the second and third boundaries and flips twice, so it returns to 1. With a start of 1.63, the norm exceeded $10^6$ after five steps. The wrongly rounded cases are the more dangerous ones, because they end in a perfectly idempotent $K$, whose defect gives no warning. The defect at the start does give one. Its occupations $x(1-x)$ equal $-1/2$ at both ends of the interval $-0.366<x<1.366$ and never exceed $1/4$, so $\|K-KSK\|_S<1/2$ holds exactly when every occupation lies inside that interval. Check this norm before the first step. It must be the $S$-norm, that is the largest absolute eigenvalue of $(K-KSK)S$; the plain norm of $K-KSK$ is not equivalent. The check does not exclude an occupation of one half.

**Q.** Now take a good projector $P$ and disturb it by a small Hermitian $tA$. You promised quadratic convergence, so one step should bring back $P$ up to order $t^2$.

**A.** That is not what was shown. Convergence is quadratic towards the spectral projector of the disturbed $K$, which in general differs from $P$. Insert $K=P+tA$ into the purification and collect the terms linear in $t$:

$$3(PSA+ASP)-2(PSPSA+PSASP+ASPSP).$$

Because $PSP=P$, the first and last terms in the second bracket reduce to $PSA$ and $ASP$. The linear part is therefore

$$L(A)=PSA+ASP-2PSASP .$$

To read it, introduce the projector on the empty orbitals, $Q=S^{-1}-P$. It satisfies $PS+QS=1$ and $PSQ=P-PSP=0$. Splitting the free side of $A$ gives

$$PSA=PSASP+PSASQ,\qquad ASP=PSASP+QSASP,$$

and hence

$$L(A)=PSASQ+QSASP .$$

Errors within the occupied space and within the empty space are removed at first order. The coupling between the two spaces survives. Further steps do not remove it either, since $L(L(A))=L(A)$: the surviving blocks are passed on unchanged. They describe a rotation of the occupied space, and a rotated projector is as idempotent as the original.

**Q.** Does the infinite iteration keep that first-order result, or do later steps accumulate a correction?

**A.** The quadratic estimate settles it. Scale $A$ so that $\|A\|_S=1$, and take $t<0.366$. Every occupation of $K$ is within $t$ of 0 or 1. After one step the distance from the final limit $K_\infty$ is at most $t^2(3+2t)$, since $K_\infty$ is the spectral projector of $K$. But one step gives $P+tL(A)+O(t^2)$, so

$$K_\infty=P+tL(A)+O(t^2).$$

For a random $A$ and $t=0.01$ in the model, the distance from the old $P$ is 0.00748 after one step and 0.00745 in the limit. The first-order prediction $t\|L(A)\|_S$ is 0.00746. Halving $t$ from 0.02 to 0.01 reduced the remainder $\|K_\infty-P-tL(A)\|_S$ by a factor of 3.998, as a second-order remainder should.

**Q.** Then purification cannot by itself find the ground state.

**A.** Right. It enforces idempotency and knows nothing of the Hamiltonian. Let the fixed pseudo Hamiltonian $\tilde H$ have the eigenproblem

$$\tilde H|\tilde\psi_i\rangle=\varepsilon_iS|\tilde\psi_i\rangle ,$$

where from now on $\tilde\psi_i$ are these particular orbitals. In the model $\tilde H=T^\dagger HT$, with $H$ the grid Hamiltonian: inserting $|\psi_i\rangle=T|\tilde\psi_i\rangle$ into $H|\psi_i\rangle=\varepsilon_i|\psi_i\rangle$ and multiplying by $T^\dagger$ gives this equation, so the $\varepsilon_i$ are the levels of $H$. Place them in the columns of a square matrix $C$, with $C^\dagger SC=1$, and let $\varepsilon$ be the diagonal matrix of levels. Then $C^{-1}=C^\dagger S$, and $\tilde HC=SC\varepsilon$ gives

$$CC^\dagger=S^{-1},\qquad \tilde H=SC\varepsilon C^\dagger S .$$

For any idempotent $K$ with $N$ electrons, the energy is

$$\operatorname{Tr}(K\tilde H)=\sum_i\varepsilon_in_i,\qquad n_i=\langle\tilde\psi_i|SKS|\tilde\psi_i\rangle .$$

The $n_i$ lie between 0 and 1, being diagonal elements of a projector in an orthonormal basis, and they sum to $N$. Let $\mu$ lie between levels $N$ and $N+1$. Subtracting $\mu N$ from both energies gives

$$\operatorname{Tr}(K\tilde H)-\sum_{i\le N}\varepsilon_i=\sum_{i\le N}(\mu-\varepsilon_i)(1-n_i)+\sum_{i>N}(\varepsilon_i-\mu)n_i\ge0 .$$

In the example with $t=0.01$, the purified operator has the correct electron number but lies 0.00175 hartree above the ground state.

**Q.** How should I start so that the limit is the ground state?

**A.** Let the starting occupations depend on the levels and cross one half at $\mu$. A linear dependence is enough:

$$K_0=\tfrac12S^{-1}+\alpha\big(\mu S^{-1}-S^{-1}\tilde HS^{-1}\big).$$

From the relations above, $S^{-1}\tilde HS^{-1}=C\varepsilon C^\dagger$. So $K_0$ is diagonal in the orbitals of $\tilde H$, with

$$x_i=\tfrac12+\alpha(\mu-\varepsilon_i),\qquad s_i=2\alpha(\mu-\varepsilon_i).$$

With $\alpha=1/(2\max_i|\varepsilon_i-\mu|)$ all $|s_i|\le1$. Levels below $\mu$ have $s_i>0$ and become occupied; those above become empty. No orbital rotation is needed, because every iterate has the orbitals of $\tilde H$.

This requires $\mu$ in the gap, bounds on the spectrum and the action of $S^{-1}$. In a self-consistent calculation $\tilde H$ depends on the density, and the result is the ground state of the current $\tilde H$ only.

**Q.** Show me the numbers. The top of the spectrum must make those $s_i$ very small near the gap.

**A.** It does. The third and fourth levels are $-0.54483$ and $0.05384$ hartree, so the midpoint is $\mu=-0.2455$ hartree. The continuum well binds only three states, at $-4.5$, $-2$ and $-0.5$ hartree; the fourth level is set by the box and drops to 0.006 hartree when the box length is doubled, so this gap belongs to the finite model. The highest level, set by the grid spacing, is 31.7421 hartree. Hence

$$\alpha=\frac{1}{2(31.7421+0.2455)}=0.01563\ \text{per hartree},$$

and the two levels next to the gap start at

$$|s|=2(0.015631)(0.2993)=0.00936 .$$

They control the duration, because the map increases on $[0,1]$ and the smallest magnitude remains the smallest. While $0<s\le1/2$,

$$\frac{s'}{s}=\frac{3-s^2}{2}\quad\text{lies between}\quad\frac{11}{8}\ \text{and}\ \frac32 .$$

Let $m$ be the number of steps needed to reach $1/2$. It satisfies

$$\frac{\ln(0.5/s_0)}{\ln(3/2)}\le m<\frac{\ln(0.5/s_0)}{\ln(11/8)}+1,$$

which gives $9.81\le m<13.49$. The run needed 10 steps. At that point the error is 0.2497, below $1/3$, and six more steps bring it to $1.1\times10^{-12}$. The explicit bound guarantees $(3\times0.2497)^{64}/3\approx3\times10^{-9}$ there; it is safe but not sharp.

For $\mu$ at midgap, $s_0$ is the gap divided by $2\max_i|\varepsilon_i-\mu|$. The slow phase therefore lengthens logarithmically as the gap closes or the spectrum widens. In exact arithmetic a level at $\mu$ starts at $x=1/2$ and never moves. In floating-point arithmetic a small rounding error there grows by a factor of about $p'(1/2)=3/2$ per step and can eventually send the level to 0 or 1, with no physical meaning in the choice. Either way the method fails for a degenerate, partly filled level.

**Q.** Is the electron number conserved on the way?

**A.** No. One step changes it by

$$\operatorname{Tr}(K'S)-\operatorname{Tr}(KS)=\sum_i\big(3x_i^2-2x_i^3-x_i\big)=\sum_ix_i(1-x_i)(2x_i-1),$$

which has no reason to vanish. In the run it starts at 12.3, is 3.18 after ten steps, and ends at 3. The final number is the count of levels below $\mu$; a misplaced $\mu$ gives a clean projector with the wrong number of electrons.

The final energy is

$$-4.51479-2.04323-0.54483=-7.10285\ \text{hartree}\approx-193.28\ \text{eV},$$

and $\operatorname{Tr}(K\tilde H)$ from the purified operator agrees with it. This compares two solutions of the same grid Hamiltonian. It tests the overlap algebra and the iteration, not the grid spacing or the neglect of electron interaction. The energy is not converged in the spacing: halving it gives $-7.025$ hartree, and the continuum value is $-7$ hartree. The numerical output lists the complete sequence of steps.

## Calculated quantities

```
grid points 47, spacing 0.25 bohr, radius 1.0 bohr
overlap eigenvalues: min 0.9991, max 3.5253
lowest four levels (hartree): -4.51479 -2.04323 -0.54483 0.05384
highest level 31.7421 hartree
norm of KSK-K 1.2e-15; of KK-K 0.2141
truncated overlap: norm of rho^2-rho 5.527e-03
mu -0.24550 hartree, alpha 0.015631 per hartree
step  min|2x-1|  error      defect     Tr(KS)    error/previous^2
  0   0.009358   4.953e-01  2.500e-01  12.31536  -
  1   0.014036   4.930e-01  2.500e-01  10.08748  2.0094
  2   0.021053   4.895e-01  2.499e-01   8.26886  2.0140
  3   0.031575   4.842e-01  2.498e-01   6.87256  2.0211
  4   0.047347   4.763e-01  2.494e-01   5.83078  2.0316
  5   0.070967   4.645e-01  2.487e-01   5.06745  2.0473
  6   0.106272   4.469e-01  2.472e-01   4.49887  2.0710
  7   0.158808   4.206e-01  2.437e-01   4.05237  2.1063
  8   0.236210   3.819e-01  2.361e-01   3.69334  2.1588
  9   0.347725   3.261e-01  2.198e-01   3.39857  2.2362
 10   0.500565   2.497e-01  1.874e-01   3.17870  2.3477
 11   0.688135   1.559e-01  1.316e-01   3.05283  2.5006
 12   0.869276   6.536e-02  6.109e-02   3.00672  2.6881
 13   0.975484   1.226e-02  1.211e-02   3.00013  2.8693
 14   0.999106   4.471e-04  4.469e-04   3.00000  2.9755
 15   0.999999   5.995e-07  5.995e-07   3.00000  2.9991
 16   1.000000   1.078e-12  1.078e-12   3.00000  -
energy from K -7.102846 hartree = -193.2783 eV
sum of occupied levels -7.102846 hartree
steps until min|2x-1| >= 1/2: 10; bounds 9.81, 12.49+1
correct basin: -0.366025 < x < 1.366025
first upper boundaries by iteration: 1.366025 1.573882 1.610614
two-cycle at x = -0.618034 and 1.618034
start occupations:  -0.37  -0.36   0.49   0.51   1.20   1.36   1.37   1.60
final occupations:   1.00   0.00   0.00   1.00   1.00   1.00   0.00   1.00
start occupation 1.63: norm exceeds 1e6 after 5 steps
perturbation size 0.01: distance to old projector
  after one step 0.007481, in the limit 0.007450
  first-order prediction 0.007456
  remainder ratio on halving the size 3.998
  energy above ground state 0.001754 hartree
```
